\section*{Excess Current of a Transparent Normal Metal–Superconductor Contact, part 1}

(Sections cited here and not found follow in the second part.)

\section{From wave matching to the current}

Let a normal metal N touch a superconductor S through a small, perfectly transmitting contact at zero temperature. If the Fermi energy $\mu$ is far larger than the gap $\Delta$ and the energy $eV$ supplied by the bias, the ratios $\Delta/\mu$ and $eV/\mu$ can be set to zero. For the difference between the current and the ohmic current this needs the stronger condition $(eV)^2/\mu\ll\Delta$, because a relative change of order $eV/\mu$ in the ohmic current shifts $eR_NI$ by an amount of order $(eV)^2/\mu$. The energies that remain are $\Delta$ and $eV$. The size of the contact enters through its normal-state resistance $R_N$, provided that every transverse mode responds in the same way, because the current and $1/R_N$ are then both proportional to the number of modes. The product $eR_NI$ is a charge times a voltage, hence an energy, in Gaussian as in SI units. The current in excess of Ohm's law must therefore have the form
\begin{equation}
I-\frac{V}{R_N}=\frac{\Delta}{eR_N}\,F\!\left(\frac{eV}{\Delta}\right).
\label{eq:dim}
\end{equation}
If $F$ tends to a constant at large argument, the current at high bias is a straight line displaced from the ohmic one by a fixed number times $\Delta/(eR_N)$. Dimensional analysis can establish neither that the constant exists nor its value. Both follow from the probability that an electron arriving from N is returned as a hole, and the constant turns out to be $4/3$.

Take $e>0$, so that an electron has charge $-e$, and let $V>0$ mean that the electron energies in N are raised by $eV$ relative to S. Electrons then flow from N to S. The symbol $I$ denotes $e$ times their net number per unit time, and it is positive for $V>0$. Energies $E$ are measured from the chemical potential of S.

The superconductor is treated in mean-field theory, with an isotropic gap and without magnetic field or spin-dependent scattering. An excitation has an electron amplitude $u(x)$ and a hole amplitude $v(x)$ that obey the Bogoliubov--de Gennes equations. For motion along the contact normal $x$ they read
\begin{align}
\left(-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-\mu\right)u+\Delta(x)\,v&=Eu,\label{eq:bdg1}\\
-\left(-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-\mu\right)v+\Delta(x)\,u&=Ev.\label{eq:bdg2}
\end{align}
The gap is taken real and is modelled as a step: $\Delta(x)=0$ for $x<0$, in N, and $\Delta(x)=\Delta$ for $x>0$, in S. A self-consistent gap would be depressed near the interface, and the step neglects this. For a mode with transverse wavevector $k_\parallel$, $\mu$ stands for the longitudinal energy $\mu-\hbar^2k_\parallel^2/2m$. Modes are distributed uniformly in the plane of $k_\parallel$, so the fraction of them with longitudinal energy below some $\epsilon$ is $\epsilon/\mu$. Grazing modes, whose longitudinal energy is comparable with $\Delta$ or $eV$, are thus a negligible fraction in the regime considered.

The two equations conserve a current of quasiparticles. Multiply \eqref{eq:bdg1} by $u^*$ and \eqref{eq:bdg2} by $v^*$, add, and take the imaginary part. The terms with $E$ and $\mu$ are real and drop out. The coupling terms give $\Delta\,\mathrm{Im}(u^*v+v^*u)=0$, because the bracket is a number plus its complex conjugate. What is left is
\begin{equation}
\frac{d}{dx}\,\mathrm{Im}\left(u^*\frac{du}{dx}-v^*\frac{dv}{dx}\right)=0.
\label{eq:flux}
\end{equation}
The minus sign fixes the direction of holes: a hole wave $e^{iqx}$ in the $v$ component carries flux proportional to $-q$ and travels towards negative $x$.

In N the two components decouple. An electron has wavevector $q_+$ and a hole has wavevector $q_-$, where
\begin{equation}
q_\pm=\frac{\sqrt{2m(\mu\pm E)}}{\hbar}.
\end{equation}
In S, insert a plane wave with wavevector $k$ and write $\xi=\hbar^2k^2/2m-\mu$. The equations become $\xi u+\Delta v=Eu$ and $\Delta u-\xi v=Ev$. They have a nonzero solution if $E^2=\xi^2+\Delta^2$, so that $\xi=\pm\omega$ with $\omega^2=E^2-\Delta^2$. For $\xi=\omega$ the first equation gives
\begin{equation}
\frac vu=\frac{E-\omega}{\Delta}=\frac{\Delta}{E+\omega}\equiv g ,
\label{eq:g}
\end{equation}
where the second form follows from $(E-\omega)(E+\omega)=\Delta^2$. For $\xi=-\omega$ the ratio is $(E+\omega)/\Delta=1/g$. The two spinors are therefore $(1,g)$ and $(g,1)$, with wavevectors
\begin{equation}
k_\pm=\frac{\sqrt{2m(\mu\pm\omega)}}{\hbar}.
\end{equation}

The sign of $\omega$ is fixed by the condition that nothing arrives from the far side of S. Above the gap, \eqref{eq:flux} assigns to the waves $(1,g)e^{ik_+x}$ and $(g,1)e^{-ik_-x}$ the fluxes $k_+(1-g^2)$ and $k_-(1-g^2)$. Both leave the interface if $|g|<1$. This requires $\omega=+\sqrt{E^2-\Delta^2}$ for $E>\Delta$ and $\omega=-\sqrt{E^2-\Delta^2}$ for $E<-\Delta$. Below the gap the waves must decay into S. With $\omega=i\sqrt{\Delta^2-E^2}$, $k_+$ has a positive and $k_-$ a negative imaginary part, so $e^{ik_+x}$ and $e^{-ik_-x}$ both decay for $x>0$. In that range $|E+\omega|^2=E^2+\Delta^2-E^2=\Delta^2$, and hence $|g|=1$.

Now send an electron of unit amplitude from N towards the contact. It may return as an electron with amplitude $b$ or as a hole with amplitude $a$, and it excites the two waves in S with amplitudes $c$ and $d$:
\begin{align}
x<0:\quad&\binom{1}{0}e^{iq_+x}+b\binom10e^{-iq_+x}+a\binom01e^{iq_-x},\\
x>0:\quad&c\binom1g e^{ik_+x}+d\binom g1e^{-ik_-x}.
\end{align}
The masses are equal and there is no barrier at the interface, so value and slope of each component are continuous at $x=0$. After division of the slopes by $i$ the four conditions are
\begin{align}
1+b&=c+gd, & a&=gc+d,\label{eq:m1}\\
q_+(1-b)&=k_+c-k_-gd, & q_-a&=k_+gc-k_-d.\label{eq:m2}
\end{align}

Since $E$ and $|\omega|$ are small compared with $\mu$, replace all four wavevectors by the Fermi wavevector $k_F$. The left-hand pair becomes $1+b=c+gd$ and $1-b=c-gd$. Its sum gives $c=1$ and its difference gives $b=gd$. The right-hand pair becomes $a=gc+d$ and $a=gc-d$, so $d=0$. Hence
\begin{equation}
b=0,\qquad d=0,\qquad c=1,\qquad a=g.
\label{eq:amp}
\end{equation}
There is no ordinary reflection and no crossing to the second branch in S. An electron is either transmitted or returned as a hole.

The size of the error made by this replacement can be found from the same equations. To first order in $1/\mu$, $q_\pm=k_F(1\pm E/2\mu)$ and $k_\pm=k_F(1\pm\omega/2\mu)$. Eliminating $a$ from the right-hand pair gives
\begin{equation}
d=gc\,\frac{k_+-q_-}{k_-+q_-}\simeq g\,\frac{E+\omega}{4\mu}=\frac{\Delta}{4\mu}.
\end{equation}
Multiply the first condition by $q_+$ and add the third. This yields $2q_+=(q_++k_+)c+(q_+-k_-)gd$, whose last term is of second order, so $c\simeq1+(E-\omega)/4\mu$. With $E-\omega=g\Delta$ the reflected amplitude is
\begin{equation}
b=c+gd-1\simeq\frac{g\Delta}{4\mu}+\frac{g\Delta}{4\mu}=\frac{g\Delta}{2\mu}.
\label{eq:bcorr}
\end{equation}
The probability of ordinary reflection is $|b|^2=|g|^2\Delta^2/4\mu^2$, which is of second order. Above the gap the probability of hole reflection is the ratio of hole flux to incident flux,
\begin{equation}
|a|^2\frac{q_-}{q_+}\simeq g^2\left[1+\frac{E-\omega}{2\mu}+\frac{E+\omega}{2\mu}-\frac E\mu\right]=g^2 ,
\end{equation}
where the three corrections come from $c^2$, from $(1+d/gc)^2$ and from $q_-/q_+$. They cancel, so here too the first correction is of second order. Below the gap nothing is transmitted, and the hole probability is $1-\Delta^2/4\mu^2$ to this order.

Wave matching has shown that an electron arriving at the transparent contact is either transmitted or returned as a hole with amplitude $a=g$, and that the finite Fermi energy changes the reflection probabilities only at second order. It remains to obtain the current from the probability of hole reflection and to find the constant by which it exceeds Ohm's law at high bias.
